# Chlorine quadrupole coupling, the Townes–Dailey relation and ionic character, part 2

The \(^{35}\)Cl nuclear quadrupole coupling constant \(\chi\) is roughly \(-110\), \(-86\), \(-68\) and about 0 MHz in Cl₂, ICl, HCl and KCl. The problem is what it says about the chlorine p electrons and the ionic character of the bond.

Hartree atomic units are used, with the origin at the chlorine nucleus and \(z\) along the bond. The field gradient is \(q=V_{zz}\), and \(\chi=eQq/h\), where \(Q\) is the nuclear quadrupole moment. The zero-field resonance lies at \(|\chi|/2\) for these axially symmetric molecules. A unit positive charge at distance \(R\) on the axis gives \(2/R^3\), which is 0.0156 at the KCl bond length of 5.046 bohr.

With the electron density expanded in atom-centred functions with spin-summed density matrix \(D_{\mu\nu}\), the gradient splits into chlorine p–p terms, other one-centre chlorine terms, and the rest: terms with one or both functions on the partner, and the partner nucleus. By parity, s–p products on chlorine give nothing; s–d and p–f products are allowed.

The first Townes–Dailey assumption keeps only the valence 3p–3p terms. The second gives all three 3p orbitals the free atom's radial function, with mean inverse cube radius \(\langle r^{-3}\rangle\). One \(p_z\) electron then gives \(q_0=-\frac45\,\langle r^{-3}\rangle\). With \(\chi_0=eQq_0/h\) and 3p populations \(n_x,n_y,n_z\), the Townes–Dailey relation is

\[
\chi=\chi_0\Big[n_z-\frac{n_x+n_y}{2}\Big]\equiv-\chi_0U,\qquad U=\frac{n_x+n_y}{2}-n_z .
\]

The number \(U\) counts the p electrons missing along \(z\). The input \(\chi_0=109.7\) MHz comes from the free atom. An atom with its hole held in \(p_z\), \((n_x,n_y,n_z)=(2,2,1)\), has \(U=1\) and \(\chi=-109.7\) MHz; its gradient is called \(q_{\rm hole}\), equal to \(-q_0\) in this picture. Its ratio to the gradient measured in the atomic ground level holds for any exact \(L=1\) term.

Ionic character enters only through a model of the bond. Let chlorine form one σ bond along \(z\) with the hybrid \(h=\sqrt s\,\varphi_s+\sqrt{1-s}\,p_z\), where \(\varphi_s\) is the 3s orbital and \(s\) is the s fraction. The orthogonal combination \(h'=\sqrt{1-s}\,\varphi_s-\sqrt s\,p_z\) and the orbitals \(p_x\), \(p_y\) each hold a lone pair. The bonding orbital is \(\psi=a\,h+b\,\varphi_X\), doubly occupied, with \(\varphi_X\) on the partner. The third assumption is that \(h\) and \(\varphi_X\) have been orthogonalised, so \(a^2+b^2=1\). The ionic character is defined as \(i=a^2-b^2\), whence \(2a^2=1+i\). Chlorine then holds \((1+i)+2+2+2=7+i\) valence electrons and has charge \(-i\). In a two-level one-electron picture with energies \(-\Delta/2\) for \(h\), \(+\Delta/2\) for \(\varphi_X\) and coupling \(\beta<0\), set \(a=\cos\theta\), \(b=\sin\theta\). The energy \(-\tfrac\Delta2\cos2\theta+\beta\sin2\theta\) is least when \((\cos2\theta,\sin2\theta)\) points along \((\Delta,-2\beta)\), which gives \(i=\cos2\theta=\Delta/\sqrt{\Delta^2+4\beta^2}\). It vanishes for equal atoms and tends to 1 when the energy difference dominates the coupling.

The populations follow from the weights of \(p_z\) and \(\varphi_s\) in the two hybrids:

\[
n_z=(1-s)(1+i)+2s,\qquad n_s=s(1+i)+2(1-s).
\]

Writing \(2s=2-2(1-s)\) in the first gives \(n_z=2+(1-s)(1+i-2)\), and collecting the terms in \(s\) in the second gives \(n_s=2+s(1+i-2)\). Hence

\[
n_z=2-(1-s)(1-i),\qquad n_s=2-s(1-i).
\]

The density matrix also has an s–\(p_z\) element, which produces no gradient by the parity argument. With \(n_x=n_y=2\),

\[
U=(1-i)(1-s),\qquad i=1-\frac{U}{1-s},\qquad U=-\frac{\chi}{\chi_0}.
\]

The meaning is that the valence shell lacks \(1-i\) electrons from the spherical octet, that a fraction \(1-s\) of this hole is of \(p_z\) type, and that only this fraction is seen. A pure p covalent bond has \(\chi=-\chi_0\) and a chloride ion has \(\chi=0\). One measured coupling fixes only the product: hybridisation and ionicity lower \(U\) in the same way, and donation of \(\pi\) electrons from each of \(p_x\) and \(p_y\) to the partner would subtract a further \(\pi\) from \(U\). An ionic character read from \(\chi\) is therefore conditional on a choice of \(s\). The trial choice used below, alongside \(s=0\), is \(s=0.15\) when the partner is more electropositive than chlorine, which is a convention and not a derived result. If \(n_s\) is known independently the ambiguity is lifted within the model, because \((2-n_z)+(2-n_s)=1-i\) and \(U=2-n_z\) give

\[
i=1-U-(2-n_s).
\]

The model also has a range. For a homonuclear molecule \(i=0\) by symmetry, so \(U=1-s\le1\), and since \(i\le1\), \(U\) cannot be negative. A result outside these limits measures the failure of an assumption. Overlap supplies one mechanism: if \(p_z\) and \(\varphi_X\) overlap by \(S_o>0\), a homonuclear bond has \(a=b\) and \(2a^2(1+S_o)=1\), the one-centre population is \(2a^2=1/(1+S_o)\), and, if the two-centre terms are still dropped, \(U=2-1/(1+S_o)>1\). The second assumption can be loosened as well. Added charge expands the 3p shell, so \(\langle r^{-3}\rangle\) in Cl⁻ is smaller than in Cl by a factor \(g\). Interpolating geometrically in the charge gives, for \(s=0\), \(U=(1-i)\,g^{\,i}\). The form of the interpolation is an additional assumption.

The series can now be treated with computed gradients, which has the advantage that the same wavefunctions supply the populations the relation claims to measure. The level is Hartree–Fock in the def2-TZVP basis, restricted closed-shell for the molecules and Cl⁻, restricted open-shell for the atom with the hole confined to \(p_z\) by symmetry, and with the def2 effective core potential on iodine. Electron correlation, spin–orbit coupling and vibration are absent. The bond lengths are fixed inputs chosen near equilibrium: 1.99, 2.32, 1.27 and 2.67 Å for Cl₂, ICl, HCl and KCl. The electronic gradient is \(-\sum D_{\mu\nu}\) times analytic integrals over the second derivative of \(1/r\), with the trace removed, and the partner nucleus adds its charge times \(2/R^3\).

For the atom, the \(p_z\) part of the singly occupied orbital, integrated on a logarithmic radial grid, has \(\langle r^{-3}\rangle=7.149\), so \(\tfrac45\langle r^{-3}\rangle=5.719\). The gradient of the full density is \(q_{\rm hole}=5.974\), larger by the factor 1.045. The difference collects all that the single-orbital picture omits in the atom: different radial functions for \(3p_z\) and \(3p_{x,y}\), a non-spherical 2p shell, and s–d and p–f mixing. These contributions partly cancel, so a factor near 1 does not mean that each of them is small. The measured \(\chi_0\) contains such relaxation, so \(q_{\rm hole}\) is the proper reference, subject to the caveat that the symmetry-restricted determinant is only approximately an \(L=1\) state. Each molecule is then assigned

\[
U=\frac{q}{q_{\rm hole}},\qquad\chi=-109.7\,U\ \text{MHz},
\]

and \(Q\) is not needed. It is implied, though. The product of \(e\), one atomic unit of field gradient and one barn, divided by \(h\), is 234.965 MHz, so \(Q=-109.7/(234.965\times5.974)=-0.078\) barn. In the larger def2-QZVP basis \(q_{\rm hole}\) becomes 5.748, lower by 4% of the smaller-basis value, so this \(Q\) is good to no better than that. The ratio is steadier: for HCl \(q\) moves from 3.754 to 3.565 and \(U\) from \(3.754/5.974=0.628\) to \(3.565/5.748=0.620\), a shift of 0.008. The third decimal of \(U\) is kept below only so that the arithmetic can be followed. The same radial integration for the highest \(p_z\) orbital of Cl⁻ gives 5.937, so \(g=5.937/7.149=0.83\), in a basis without diffuse functions. The atomic value is that of the singly occupied orbital, which is more contracted than the filled \(p_x\) and \(p_y\), so this \(g\) somewhat overstates the expansion of the shell as a whole.

| | \(q\) (au) | \(U\) | \(\chi\) (MHz) | p–p part of \(U\) |
|---|---|---|---|---|
| Cl₂ | 6.294 | 1.053 | −116 | 1.061 |
| ICl | 4.777 | 0.800 | −88 | 0.805 |
| HCl | 3.754 | 0.628 | −69 | 0.632 |
| KCl | −0.127 | −0.021 | +2 | −0.022 |

For molecules held fixed in space, and without the shifts that a crystal adds, the corresponding resonance frequencies \(|\chi|/2\) are 58, 44, 34.5 and about 1 MHz. In a freely rotating molecule the rotation averages the gradient, and this formula does not apply. The order and sizes follow the rough measured values; the largest gap, \(-116\) against about \(-110\) MHz for Cl₂, is some 5% of the latter, which is near the rounding of a two-figure number. The last column is the part of \(q/q_{\rm hole}\) from pairs of p basis functions on chlorine, core and valence together. The other one-centre terms contribute between \(-0.001\) and \(-0.005\), and the rest between \(-0.005\) and \(+0.003\). In this basis, then, locality and p dominance hold to better than 0.01 in \(U\) for all four molecules. The rest is a sum of nuclear and electronic pieces of opposite sign, so its smallness says nothing about each piece, and the split depends on the non-orthogonal basis in which it is made.

Whether \(U\) equals a population imbalance is a separate question. Populations were taken from natural atomic orbitals, which are obtained by diagonalising the atomic blocks of the density matrix and orthogonalising the results with weights given by their occupations. For Cl₂ they are \(n_s=1.924\), \(n_x=n_y=1.994\), \(n_z=1.051\), so the imbalance is \(U_{\rm pop}=1.994-1.051=0.943\). For ICl, \(n_s=1.939\) and \(U_{\rm pop}=1.993-1.310=0.683\); for HCl, \(n_s=1.890\) and \(U_{\rm pop}=1.997-1.349=0.648\); for KCl, \(n_s=1.996\) and \(U_{\rm pop}=1.991-1.980=0.011\). The π pairs are intact to within 0.01 electron, as the bond model assumes. The differences \(U-U_{\rm pop}\) are \(+0.11\), \(+0.12\), \(-0.02\) and \(-0.03\). The p–p column of the table does not locate the excess found in the two halogen–halogen bonds, because it was made with the raw basis functions, while the populations belong to orthogonalised orbitals. These have tails on the neighbouring atom, so a part of the gradient that counts as p–p in one basis falls in the rest in the other. That part is large: in the natural-orbital basis the rest is about 0.3 in \(U\) for Cl₂ and ICl and 0.4 for HCl, so locality does not hold in the basis that defines the populations. For the same reason the small difference for HCl does not prove that each assumption holds there separately. That the excess comes from overlap, in the direction derived above, or from a σ orbital more contracted than the atomic one, is a conjecture that these numbers do not resolve.

The ionic characters follow by arithmetic, shown for HCl. With \(s=0\), \(i=1-0.628=0.37\). With \(s=0.15\), \(i=1-0.628/0.85=0.26\). With the charge correction, the root of \((1-i)\,0.83^{\,i}=0.628\), found by bracketing, is \(i=0.33\), and indeed \(0.668\times0.940=0.628\); the correction lowers \(i\) because a weaker gradient per electron requires a larger hole. With the computed 3s population, \(i=1-0.628-(2-1.890)=0.26\). Two further measures come from the same wavefunction: minus the natural charge on chlorine, 0.26, and the dipole moment divided by \(eR\), \(0.508/2.400=0.21\), which would equal \(i\) if the molecule were two point charges. This ratio is basis-sensitive in its second decimal: with tight and diffuse functions on an uncontracted chlorine basis and def2-TZVPP on hydrogen the dipole falls to 0.465 and the ratio to 0.19, while the KCl value stays at 0.83 with the same chlorine basis.

| | \(s=0\) | \(s=0.15\) | with \(g\) | with \(n_s\) | −charge | \(\mu/eR\) |
|---|---|---|---|---|---|---|
| Cl₂ | −0.05 | not used | −0.04 | −0.13 | 0.00 | 0.00 |
| ICl | 0.20 | 0.06 | 0.17 | 0.14 | 0.26 | 0.12 |
| HCl | 0.37 | 0.26 | 0.33 | 0.26 | 0.26 | 0.21 |
| KCl | 1.02 | 1.03 | 1.03 | 1.02 | 0.97 | 0.83 |

The rough measured couplings give nearly the same picture: \(1-110/109.7=0.00\), \(1-86/109.7=0.22\), \(1-68/109.7=0.38\) and 1.00 for \(s=0\), and 0.08, 0.27 and 1.00 for ICl, HCl and KCl with \(s=0.15\).

For Cl₂ the true value is zero, so the entries are errors of the procedure. The pure p reading misses by 0.05, and including the actual s hole of \(2-1.924=0.076\) makes the miss 0.13. The better result of the cruder reading is a cancellation: the omitted hybridisation offsets most of the 0.11 by which \(U\) exceeds \(U_{\rm pop}\). Inserting \(U_{\rm pop}\) in place of \(U\) gives \(1-0.943-0.076=-0.02\), so the miss comes from \(U-U_{\rm pop}\). This closure is mainly electron counting and not an independent test of the bond model: with \(n_x=n_y=2\), filled cores and no other chlorine orbitals populated, \(1-U_{\rm pop}-(2-n_s)=n_s+n_z-3\) is identically minus the natural charge. ICl behaves alike. Its populations give \(1-0.683-0.061=0.26\), matching the natural charge by the same counting, while the gradient gives 0.14 with the same \(n_s\). The trial \(s=0.15\) exceeds the value \(s=(2-n_s)/(1-i)=0.061/0.737=0.08\) implied by the populations and pushes \(i\) down to 0.06. For HCl, where \(U\) and \(U_{\rm pop}\) agree to 0.02, the populations imply \(s=0.110/0.740=0.15\), and the hybridised reading matches the natural charge. The pure p reading then overstates \(i\) by 0.11. Both fixed-\(s\) readings separate HCl from ICl, by 0.17 for \(s=0\) and by 0.20 for \(s=0.15\), although their natural charges are equal to two decimals.

KCl falls outside the range of the model: \(U\) is negative and \(i\) exceeds 1. The residual is not the direct point-charge field of the cation, which contributes \(0.0156/5.974=+0.0026\) to \(U\); the computed gradient is \(-8.2\) times that value and so has the opposite sign. Nor does it follow the population imbalance, which is \(+0.011\). In the raw basis it sits in the one-centre p–p terms, \(-0.022\), where a nearly filled shell leaves mainly the differences in radial shape that the second assumption sets to zero. It is also a balance of larger effects. A bare unit charge at this distance would distort the anion, and the gradient induced in this way has the sign of the direct term and is about 46 times larger in this basis and about 110 times larger in a basis with diffuse functions, so the closed shell of K⁺ must offset it. A compression of the \(p_z\) orbital against the closed shell of K⁺ would raise its \(\langle r^{-3}\rangle\) and give this sign, but that attribution is a conjecture. The residual stays at \(-0.021\) when the chlorine basis is uncontracted and given tight and diffuse functions; the potassium basis was not varied, however, and correlation is absent, so a residual of 0.02 is not to be relied on in sign or size for the real molecule. Read through the Townes–Dailey relation, the coupling says that the chlorine p shell is spherical to within a few hundredths of an electron, as the populations also show, so \(i\approx1\) for any \(s\) well below 1, consistent with the natural charge of \(-0.97\). The dipole measure, \(4.177/5.046=0.83\), is lower, in the direction expected from polarization: the field of the cation at the anion points away from the cation and induces a dipole opposed to the point-charge one. A distortion odd in \(z\) mixes s with p and p with d, products of odd parity that give no gradient at first order in the field. At second order they do give one, and its size is far from converged in this basis: for a free Cl⁻ in a uniform field of this strength it is about \(+0.05\) atomic units, below 0.01 in \(U\), in def2-TZVP, but about \(+0.5\) atomic units, or 0.09 in \(U\), when the basis is uncontracted and given tight and diffuse functions. The latter is several times the KCl residual, so at this field strength the second-order term cannot be dismissed. At first order, then, the dipole moment and the coupling constant respond to different parts of the same density, and they need not return the same ionic character.
